# Why the best gauge origin does not remove the paramagnetic magnetisability: a program that tests the result

```python
"""
Result under test: for a field along the unit vector n and gauge origin O,
    xi_para(O) = xi_para(C) + (N/4) |n x (O - C)|^2     (atomic units),
where C is the electronic centroid and N the number of electrons.
The minimum, at C, is zero only if the ground state is an eigenstate of n.L.
Convention: E(B) = E0 - xi B^2 / 2, xi = xi_dia + xi_para.
Systems: a planar anisotropic oscillator (one electron), the BH molecule and
the free ion B+ (both coupled restricted Hartree-Fock, clamped nuclei).
"""
import numpy as np
from scipy import constants as sc
from pyscf import gto, scf, ao2mo
from pyscf.scf.hf import dot_eri_dm

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10      # angstrom
# one atomic unit of magnetisability, e^2 a0^2 / m_e, in 1e-10 eV/T^2
XI = sc.e * (BOHR * 1e-10) ** 2 / sc.m_e * 1e10
UNIT = "1e-10 eV/T^2"


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


# ---------------------------------------------------------------- oscillator
def oscillator(wx, wy, size=14):
    """Energies and coordinate/momentum matrices in number states."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = (lower + lower.T) / np.sqrt(2)
    p = 1j * (lower.T - lower) / np.sqrt(2)
    one = np.eye(size)
    level = np.arange(size) + 0.5
    energy = (wx * level[:, None] + wy * level[None, :]).ravel()
    return (energy, np.kron(q / np.sqrt(wx), one), np.kron(one, q / np.sqrt(wy)),
            np.kron(p * np.sqrt(wx), one), np.kron(one, p * np.sqrt(wy)))


def oscillator_parts(model, ox, oy):
    """Diamagnetic part, paramagnetic sum over states, and L about (ox, oy)."""
    energy, x, y, px, py = model
    one = np.eye(len(energy))
    xs, ys = x - ox * one, y - oy * one
    ang = xs @ py - ys @ px
    square = xs @ xs + ys @ ys
    para = 0.5 * np.sum(abs(ang[1:, 0]) ** 2 / (energy[1:] - energy[0]))
    return -0.25 * square[0, 0].real, para, ang, square


wx_ev, wy_ev, shift_ang = 2.0, 5.0, 1.0
wx, wy, shift = wx_ev / HARTREE, wy_ev / HARTREE, shift_ang / BOHR
model = oscillator(wx, wy)
dia0, para0, ang0, _ = oscillator_parts(model, 0.0, 0.0)
dia1, para1, ang1, square1 = oscillator_parts(model, shift, 0.0)
assert np.isclose(para0, (wy - wx) ** 2 / (8 * wx * wy * (wx + wy)), rtol=1e-10)
assert np.isclose(dia0 + para0, -1 / (2 * (wx + wy)), rtol=1e-10)
for ox, oy in [(shift, 0.0), (-0.4, 0.9), (2.0, -1.5)]:
    d_o, p_o, _, _ = oscillator_parts(model, ox, oy)
    assert np.isclose(p_o - para0, (ox ** 2 + oy ** 2) / 4, rtol=1e-9)
    assert np.isclose(d_o + p_o, dia0 + para0, rtol=1e-9)

# Total from the field-dependent ground energy, with a displaced origin.
b_osc = 1e-3
h_field = np.diag(model[0]) + 0.5 * b_osc * ang1 + b_osc ** 2 / 8 * square1
e_field = np.linalg.eigvalsh(h_field)[0]
xi_field_osc = -2 * (e_field - model[0][0]) / b_osc ** 2
assert np.isclose(xi_field_osc, dia0 + para0, rtol=1e-3)  # quartic term in B

# Equal frequencies: the ground state is an eigenstate of L about the centre.
round_para = oscillator_parts(oscillator(wx, wx), 0.0, 0.0)[1]
assert round_para < 1e-20
variance = np.sum(abs(ang0[1:, 0]) ** 2)

# Gauge A = B(-a y, b x), a + b = 1, chosen so that div(density * A) = 0.
_, x, y, px, py = model
a_g, b_g = wy / (wx + wy), wx / (wx + wy)
first_order = (-a_g * y @ px + b_g * x @ py)[:, 0]
special_total = -(a_g ** 2 * (y @ y) + b_g ** 2 * (x @ x))[0, 0].real
assert np.linalg.norm(first_order) < 1e-12
assert np.isclose(special_total, dia0 + para0, rtol=1e-10)


# ------------------------------------------------------------- Hartree-Fock
def open_basis(symbol, extra=()):
    """Uncontracted aug-cc-pVTZ up to d functions, plus extra (l, exponent)."""
    shells = set(extra)
    for shell in gto.basis.load("aug-cc-pvtz", symbol):
        for primitive in shell[1:]:
            if isinstance(primitive, (list, tuple)) and shell[0] <= 2:
                shells.add((shell[0], float(primitive[0])))
    return [[l, [exponent, 1.0]] for l, exponent in sorted(shells)]


BASIS = {"B": open_basis("B", ((1, 40.0), (1, 130.0), (2, 2.5))),
         "H": open_basis("H")}


class Molecule:
    """RHF ground state and its coupled response to an imaginary operator."""

    def __init__(self, atoms, charge=0):
        used = {name: BASIS[name] for name, _ in atoms}
        self.mol = gto.M(atom=atoms, basis=used, charge=charge,
                         unit="Angstrom", verbose=0)
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.mf = scf.RHF(self.mol)
        self.mf._eri = self.eri
        self.mf.conv_tol, self.mf.conv_tol_grad = 1e-12, 1e-7
        self.mf.max_cycle = 100
        self.mf.kernel()
        assert self.mf.converged
        self.dm = self.mf.make_rdm1()
        self.n = self.mol.nelectron
        no = self.n // 2
        c, e = self.mf.mo_coeff, self.mf.mo_energy
        self.co, self.cv = c[:, :no], c[:, no:]
        nv = self.cv.shape[1]
        oovv = ao2mo.general(self.eri, (self.co, self.co, self.cv, self.cv),
                             compact=False).reshape(no, no, nv, nv)
        ovov = ao2mo.general(self.eri, (self.co, self.cv, self.co, self.cv),
                             compact=False).reshape(no, nv, no, nv)
        hess = ovov.transpose(2, 1, 0, 3) - oovv.transpose(0, 2, 1, 3)
        hess = hess.reshape(no * nv, no * nv)
        hess = hess + np.diag((e[None, no:] - e[:no, None]).ravel())
        self.hess = hess
        self.lowest = np.linalg.eigvalsh(hess)[0]
        assert self.lowest > 0      # stable against imaginary rotations
        position = self.mol.intor("int1e_r")
        self.centroid = np.einsum("kij,ji->k", position, self.dm) / self.n

    def operators(self, origin, axis):
        """Real matrix of (r x nabla)_axis and of the squared axis distance."""
        nao = self.mol.nao
        with self.mol.with_common_orig(origin):
            rot = self.mol.intor("int1e_cg_irxp")[axis]
            rr = self.mol.intor("int1e_rr").reshape(3, 3, nao, nao)
        assert np.allclose(rot, -rot.T, atol=1e-8)
        return rot, sum(rr[k, k] for k in range(3) if k != axis)

    def parts(self, origin, axis):
        rot, square = self.operators(origin, axis)
        vec = (self.co.T @ rot @ self.cv).ravel()
        para = vec @ np.linalg.solve(self.hess, vec)
        return -0.25 * np.sum(square * self.dm), para

    def field_xi(self, origin, axis, b):
        """Total xi from a complex self-consistent calculation in a field."""
        rot, square = self.operators(origin, axis)
        h = self.mf.get_hcore() - 0.5j * b * rot + b * b / 8 * square
        s = self.mf.get_ovlp()
        val, vec = np.linalg.eigh(s)
        orth = vec / np.sqrt(val)
        dm = self.dm.astype(complex)
        focks, errors = [], []
        for _ in range(80):
            vj, vk = dot_eri_dm(self.eri, np.ascontiguousarray(dm.real), hermi=1)
            vk_im = dot_eri_dm(self.eri, np.ascontiguousarray(dm.imag), hermi=0)[1]
            fock = h + vj - 0.5 * (vk + 1j * vk_im)
            energy = 0.5 * np.einsum("ij,ji->", h + fock, dm).real
            comm = fock @ dm @ s
            err = orth.T @ (comm - comm.conj().T) @ orth
            if np.linalg.norm(err) < 3e-7:
                break
            focks, errors = (focks + [fock])[-8:], (errors + [err])[-8:]
            m = len(focks)
            gram = np.array([[np.vdot(u, v).real for v in errors] for u in errors])
            mat = np.ones((m + 1, m + 1))
            mat[:m, :m] = gram / gram.diagonal().max()
            mat[m, m] = 0.0
            rhs = np.zeros(m + 1)
            rhs[m] = 1.0
            weight = np.linalg.lstsq(mat, rhs, rcond=1e-14)[0][:m]
            mixed = sum(w * f for w, f in zip(weight, focks))
            orb = orth @ np.linalg.eigh(orth.T @ mixed @ orth)[1][:, :self.n // 2]
            dm = 2 * orb @ orb.conj().T
        else:
            raise AssertionError("field calculation did not converge")
        return -2 * (energy + self.mol.energy_nuc() - self.mf.e_tot) / b ** 2


bond = 1.23
bh = Molecule([("B", (0, 0, 0)), ("H", (0, 0, bond))])
zc = bh.centroid[2]
places = {"B nucleus": 0.0, "centroid": zc, "H nucleus": bond / BOHR}
perp = {name: bh.parts((0, 0, z), 0) for name, z in places.items()}

# The computed response is sampled at three origins to locate its minimum.
step = 1.0
low, mid, high = [bh.parts((0, 0, zc + k * step), 0)[1] for k in (-1, 0, 1)]
curvature = (low + high - 2 * mid) / (2 * step ** 2)
vertex = zc + (low - high) / (4 * curvature * step)
n_eff = 4 * curvature
# Finite basis: the position-momentum relation is only nearly satisfied.
assert abs(n_eff / bh.n - 1) < 0.02
assert abs(vertex - zc) * BOHR < 0.03
total_c = sum(perp["centroid"])
for name, z in places.items():
    assert perp[name][1] >= perp["centroid"][1] - 1e-3
    assert abs(sum(perp[name]) - total_c) < 0.12
assert perp["centroid"][1] > 1.0 and total_c > 0

b_mol = 0.004
xi_field = {}
for name in ("centroid", "H nucleus"):
    xi_field[name] = bh.field_xi((0, 0, places[name]), 0, b_mol)
    # remaining difference: terms of fourth order in the field
    assert abs(xi_field[name] / sum(perp[name]) - 1) < 5e-3

par_dia, par_para = bh.parts((0, 0, zc), 2)
par_off = bh.parts((shift, 0, zc), 2)[1]
assert abs(par_para) < 1e-8
assert abs(par_off / (bh.n * shift ** 2 / 4) - 1) < 0.02   # finite basis

ion = Molecule([("B", (0, 0, 0))], charge=1)
ion_centre = [ion.parts((0, 0, 0), k)[1] for k in range(3)]
ion_off = ion.parts((0, 0, shift), 0)[1]
assert max(np.abs(ion_centre)) < 1e-8
assert abs(ion_off / (ion.n * shift ** 2 / 4) - 1) < 0.02  # finite basis

# ------------------------------------------------------------------- output
show("Atomic unit of magnetisability", XI, UNIT)
show("Origin cost per electron, field normal to shift", XI / 4 / BOHR ** 2,
     UNIT + " per angstrom^2")
print("-- planar oscillator, one electron")
show("Quantum along x", wx_ev, "eV", 1)
show("Quantum along y", wy_ev, "eV", 1)
show("Variance of L about the centre", variance, "hbar^2")
show("Diamagnetic part, origin at centre", dia0 * XI, UNIT)
show("Paramagnetic part, origin at centre", para0 * XI, UNIT)
show("Total", (dia0 + para0) * XI, UNIT)
show("Origin displacement along x", shift_ang, "angstrom", 1)
show("Diamagnetic part, displaced origin", dia1 * XI, UNIT)
show("Paramagnetic part, displaced origin", para1 * XI, UNIT)
show("Total from energy in a finite field", xi_field_osc * XI, UNIT)
show("Total in the gauge without first-order response", special_total * XI, UNIT)
print(f"Paramagnetic part for equal quanta: {round_para * XI:.1e} {UNIT}")
print("-- BH, coupled RHF, B at z = 0, H at z = bond length")
show("Bond length", bond, "angstrom", 2)
print(f"Basis functions: {bh.mol.nao}, electrons: {bh.n}")
show("RHF energy", bh.mf.e_tot * HARTREE, "eV", 3)
show("Lowest eigenvalue of magnetic Hessian", bh.lowest * HARTREE, "eV", 3)
show("Electronic centroid z", zc * BOHR, "angstrom")
show("Computed minimum of perpendicular para part, z", vertex * BOHR, "angstrom")
show("Effective electron number from curvature", n_eff, "(pure number)")
for name in places:
    d_o, p_o = perp[name]
    show(f"Perpendicular dia, origin {name}", d_o * XI, UNIT, 3)
    show(f"Perpendicular para, origin {name}", p_o * XI, UNIT, 3)
    show(f"Perpendicular total, origin {name}", (d_o + p_o) * XI, UNIT, 3)
show("Perpendicular para at centroid, converted", perp["centroid"][1], "a.u.", 3)
show("Perpendicular total at centroid, converted", total_c, "a.u.", 3)
for name in xi_field:
    show(f"Finite-field total, origin {name}", xi_field[name] * XI, UNIT, 3)
show("Parallel dia, origin centroid", par_dia * XI, UNIT, 3)
print(f"Parallel para, origin centroid: {par_para * XI:.1e} {UNIT}")
show("Parallel para, origin 1 angstrom off axis", par_off * XI, UNIT, 3)
show("Average total, origin centroid", (2 * total_c + par_dia + par_para) / 3 * XI,
     UNIT, 3)
print("-- free ion B+, coupled RHF")
print(f"Largest para part, origin nucleus: {max(np.abs(ion_centre)) * XI:.1e} {UNIT}")
show("Para part, origin 1 angstrom away", ion_off * XI, UNIT, 3)
show("N d^2/4 for the same shift", ion.n * shift ** 2 / 4 * XI, UNIT, 3)
print("done: every assertion held")
```

Running it gives:

```
Atomic unit of magnetisability: 4.9252 1e-10 eV/T^2
Origin cost per electron, field normal to shift: 4.3971 1e-10 eV/T^2 per angstrom^2
-- planar oscillator, one electron
Quantum along x: 2.0 eV
Quantum along y: 5.0 eV
Variance of L about the centre: 0.2250 hbar^2
Diamagnetic part, origin at centre: -11.7269 1e-10 eV/T^2
Paramagnetic part, origin at centre: 2.1539 1e-10 eV/T^2
Total: -9.5730 1e-10 eV/T^2
Origin displacement along x: 1.0 angstrom
Diamagnetic part, displaced origin: -16.1239 1e-10 eV/T^2
Paramagnetic part, displaced origin: 6.5510 1e-10 eV/T^2
Total from energy in a finite field: -9.5729 1e-10 eV/T^2
Total in the gauge without first-order response: -9.5730 1e-10 eV/T^2
Paramagnetic part for equal quanta: 0.0e+00 1e-10 eV/T^2
-- BH, coupled RHF, B at z = 0, H at z = bond length
Bond length: 1.23 angstrom
Basis functions: 80, electrons: 6
RHF energy: -683.837 eV
Lowest eigenvalue of magnetic Hessian: 1.927 eV
Electronic centroid z: 0.1443 angstrom
Computed minimum of perpendicular para part, z: 0.1435 angstrom
Effective electron number from curvature: 5.9660 (pure number)
Perpendicular dia, origin B nucleus: -21.975 1e-10 eV/T^2
Perpendicular para, origin B nucleus: 56.946 1e-10 eV/T^2
Perpendicular total, origin B nucleus: 34.971 1e-10 eV/T^2
Perpendicular dia, origin centroid: -21.426 1e-10 eV/T^2
Perpendicular para, origin centroid: 56.406 1e-10 eV/T^2
Perpendicular total, origin centroid: 34.980 1e-10 eV/T^2
Perpendicular dia, origin H nucleus: -52.523 1e-10 eV/T^2
Perpendicular para, origin H nucleus: 87.371 1e-10 eV/T^2
Perpendicular total, origin H nucleus: 34.847 1e-10 eV/T^2
Perpendicular para at centroid, converted: 11.452 a.u.
Perpendicular total at centroid, converted: 7.102 a.u.
Finite-field total, origin centroid: 34.929 1e-10 eV/T^2
Finite-field total, origin H nucleus: 34.796 1e-10 eV/T^2
Parallel dia, origin centroid: -12.369 1e-10 eV/T^2
Parallel para, origin centroid: 2.3e-25 1e-10 eV/T^2
Parallel para, origin 1 angstrom off axis: 26.233 1e-10 eV/T^2
Average total, origin centroid: 19.197 1e-10 eV/T^2
-- free ion B+, coupled RHF
Largest para part, origin nucleus: 1.8e-26 1e-10 eV/T^2
Para part, origin 1 angstrom away: 17.492 1e-10 eV/T^2
N d^2/4 for the same shift: 17.588 1e-10 eV/T^2
done: every assertion held
```
